**Lateral and vertical drift-region limits**

The program tests the lateral limit R_lat = V²/(e μ n_s E_c²) and the just-depleted vertical result R_ver = 4V²/(ε μ_v E_c³). Here V is the blocking voltage, E_c the critical field, n_s the sheet electron density, μ and μ_v the lateral and vertical mobilities, ε the permittivity and e the elementary charge. It asserts the lateral conduction formula against a numerical solution of current continuity, and the vertical resistance, doping and punch-through optimum against numerical integration of Poisson's equation. A sum over image strips is compared with the closed formula for the field of bare and compensated sheet charge. For ionization coefficients proportional to E^m, root finding on the ionization integral confirms the exponents 2 + 2/(m−1) and 2 + 3/(m−1) for m = 5 and m = 7. At 1000 V, with rough gallium nitride parameters, the output gives 0.0385 mΩ cm² for the lateral limit and 0.167 mΩ cm² for the vertical region at a common critical field. The ratio of 4.34 falls to 2.17 when the ionization integral sets both fields. The remaining lines size contacts, pitch, temperature, velocity saturation, buffer field, tunnelling and substrate resistance from rough inputs.

## Verification by program

```python
"""
Result under test: the area-specific resistance of a lateral drift region is
    R_lat = V^2 / (e mu n_s E_c^2),
and that of a vertical, just-depleted drift region is
    R_ver = 4 V^2 / (eps mu_v E_c^3).
V: blocking voltage, E_c: critical field, n_s: sheet electron density,
mu, mu_v: lateral and vertical mobility, eps: permittivity, e: unit charge.
At fixed E_c both scale as V^2. If ionization alpha ~ E^m sets E_c, the
exponents become 2+2/(m-1) (lateral) and 2+3/(m-1) (vertical).
Internal units: cm, V, s, C, ohm. Material parameters are rough round values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, cumulative_trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar

e = const.e
eps_r = 10.0
eps = eps_r * const.epsilon_0 / 100.0       # F/cm
V0 = 1000.0
Ec = 3.0e6
ns = 1.0e13
mu = 1800.0
mu_v = 1000.0
m_ion = 7.0
d_comp = 20.0e-7                            # distance of compensating sheet

L = V0 / Ec
R_lat = V0**2 / (e * mu * ns * Ec**2)
R_ver = 4 * V0**2 / (eps * mu_v * Ec**3)


# ---- Lateral conduction from the continuity equation -------------------
def specific_resistance_sheet(density, length, cells=2000):
    """Solve d/dx(sheet conductance * dphi/dx) = 0 with 1 V applied."""
    h = length / cells
    centres = (np.arange(cells) + 0.5) * h
    g = e * mu * density(centres) / h
    bands = np.zeros((3, cells - 1))
    bands[0, 1:] = -g[1:-1]
    bands[1] = g[:-1] + g[1:]
    bands[2, :-1] = -g[1:-1]
    rhs = np.zeros(cells - 1)
    rhs[-1] = g[-1]
    phi = solve_banded((1, 1), bands, rhs)
    current_per_width = g[0] * phi[0]
    return length / current_per_width


R_uniform = specific_resistance_sheet(lambda x: ns + 0 * x, L)
R_graded = specific_resistance_sheet(
    lambda x: ns * (1 + 0.5 * np.cos(2 * np.pi * x / L)), L)
assert abs(R_uniform / R_lat - 1) < 1e-6
# The graded sheet holds the same number of electrons but resists more.
assert abs(R_graded / R_lat - 1 / np.sqrt(1 - 0.25)) < 1e-5


# ---- Lateral field of fixed charge between grounded plane electrodes ---
sigma_over_eps = e * ns / eps


def series_A(x, q):
    c = np.cos(np.pi * x / L)
    return 0.25 * np.log((1 + 2*q*c + q*q) / (1 - 2*q*c + q*q))


def image_field(x, height, images=2000):
    """Field of a uniform positive strip and its alternating images."""
    k = np.arange(-images, images + 1)
    sign = np.where(k % 2 == 0, 1.0, -1.0)
    left, right = k * L, (k + 1) * L
    logs = np.log(((x-left)**2 + height**2) / ((x-right)**2 + height**2))
    return sigma_over_eps / (4 * np.pi) * np.sum(sign * logs)


q_comp = np.exp(-np.pi * d_comp / L)
for x in (0.02 * L, 0.1 * L, 0.3 * L):
    bare = -2 * sigma_over_eps / np.pi * series_A(x, 1.0)
    paired = -2 * sigma_over_eps / np.pi * (
        series_A(x, 1.0) - series_A(x, q_comp))
    assert abs(image_field(x, 0.0) - bare) < 1e-6 * sigma_over_eps
    pair_images = image_field(x, 0.0) - image_field(x, d_comp)
    assert abs(pair_images - paired) < 1e-7 * sigma_over_eps
x_probe = 0.1 * L
dE_bare = abs(image_field(x_probe, 0.0))
dE_pair = abs(image_field(x_probe, 0.0) - image_field(x_probe, d_comp))
dE_95 = abs(image_field(x_probe, 0.0) - 0.95 * image_field(x_probe, d_comp))
dE_edge = abs(image_field(d_comp, 0.0) - image_field(d_comp, d_comp))
dE_estimate = sigma_over_eps * d_comp**2 / (2 * np.pi * x_probe**2)
assert abs(dE_pair / dE_estimate - 1) < 0.05   # leading-order estimate


# ---- Vertical region from numerical integration of Poisson's equation --
grid = np.linspace(0, 3 * V0 / Ec, 20001)


def poisson_profile(doping):
    charge = np.full_like(grid, e * doping / eps)
    field = Ec - cumulative_trapezoid(charge, grid, initial=0)
    field = np.maximum(field, 0)
    return field, cumulative_trapezoid(field, grid, initial=0)


N_full = brentq(lambda n: poisson_profile(n)[1][-1] - V0, 1e15, 1e18)
W_full = np.count_nonzero(poisson_profile(N_full)[0] > 0) * grid[1]
R_full = W_full / (e * mu_v * N_full)
assert abs(R_full / R_ver - 1) < 1e-3          # grid resolution of the edge
assert abs(N_full / (eps * Ec**2 / (2 * e * V0)) - 1) < 1e-3


def punch_through_resistance(doping):
    width = np.interp(V0, poisson_profile(doping)[1], grid)
    return width / (e * mu_v * doping)


best = minimize_scalar(punch_through_resistance, method="bounded",
                       bounds=(0.2 * N_full, 0.98 * N_full))
W_best = np.interp(V0, poisson_profile(best.x)[1], grid)
drop_best = e * best.x * W_best / (eps * Ec)
assert abs(best.fun / R_ver - 27 / 32) < 1e-4
assert abs(drop_best - 2 / 3) < 0.01           # flat minimum

ratio_fixed = R_full / R_uniform
assert abs(ratio_fixed / (4*e*ns*mu / (eps*Ec*mu_v)) - 1) < 1e-3
ns_even = ns / ratio_fixed


# ---- Breakdown field from the ionization integral ----------------------
def peak_field(V, drop, m):
    """Linear field with relative drop 'drop'; drop=0 is uniform.
    alpha is set so that the uniform region breaks at Ec for V0."""
    def excess(E):
        width = V / (E * (1 - drop / 2))
        integral = quad(lambda u: (E * (1 - drop*u) / Ec)**m, 0, 1)[0]
        return integral * width / L - 1
    return brentq(excess, 0.2 * Ec, 6 * Ec)


def lateral_ion(V, m=m_ion):
    return (V / peak_field(V, 0.0, m))**2 / (e * mu * ns)


def vertical_ion(V, drop=1.0, m=m_ion):
    E = peak_field(V, drop, m)
    width = V / (E * (1 - drop / 2))
    return width**2 / (mu_v * eps * E * drop)


def exponent(function, low=500.0, high=2000.0):
    return np.log(function(high) / function(low)) / np.log(high / low)


for m in (5.0, 7.0):
    p_l = exponent(lambda V: lateral_ion(V, m))
    p_v = exponent(lambda V: vertical_ion(V, 1.0, m))
    assert abs(p_l - (2 + 2 / (m - 1))) < 1e-6
    assert abs(p_v - (2 + 3 / (m - 1))) < 1e-6
    gain = peak_field(V0, 1.0, m) / peak_field(V0, 0.0, m)
    assert abs(gain - ((m + 1) / 2)**(1 / (m - 1))) < 1e-6
p_lat, p_ver = exponent(lateral_ion), exponent(vertical_ion)
E_tri = peak_field(V0, 1.0, m_ion)
best_ion = minimize_scalar(lambda s: vertical_ion(V0, s),
                           bounds=(0.3, 1.0), method="bounded")
assert best_ion.fun < vertical_ion(V0)

# ---- Effects outside the ideal limit, with rough round inputs ----------
R_sheet = 1 / (e * mu * ns)
Rc = 0.05                                   # ohm cm per contact
access = 2.0e-4                             # extra channel length
overhead = 5.0e-4                           # extra pitch, includes access


def device_resistance(V, mean_field):
    length = V / mean_field
    return (R_sheet * (length + access) + 2 * Rc) * (length + overhead)


E_mean = 1.0e6
R_dev = device_resistance(V0, Ec)
R_dev_practical = device_resistance(V0, E_mean)
p_dev = exponent(lambda V: device_resistance(V, Ec), 990.0, 1010.0)
assert p_dev < 2
T_hot, T_power = 425.0, 2.0
hot_factor = (T_hot / 300.0)**T_power
V_on, v_sat = 0.5, 1.5e7
velocity_ratio = mu * V_on / L / v_sat
buffer_thickness = 5.0e-4
gap_eV, mass_ratio = 3.4, 0.2
tunnel = (4 * np.sqrt(2 * mass_ratio * const.m_e) * (gap_eV * e)**1.5
          / (3 * e * const.hbar * Ec * 100))
rho_sub, t_sub = 0.01, 0.01
R_sub = rho_sub * t_sub

k = 1e3                                     # ohm cm2 -> mohm cm2
M = 1e-6                                    # V/cm -> MV/cm
um = 1e4                                    # cm -> um
print(f"Blocking voltage: {V0:.0f} V")
print(f"Critical field: {Ec*M:.2f} MV/cm")
print(f"Sheet density n_s: {ns:.2e} cm-2")
print(f"Lateral, vertical mobility: {mu:.0f}, {mu_v:.0f} cm2/Vs")
print(f"Relative permittivity: {eps_r:.1f}")
print(f"Sheet resistance: {R_sheet:.1f} ohm per square")
print(f"Lateral drift length: {L*um:.3f} um")
print(f"Lateral limit: {R_lat*k:.4f} mohm cm2")
print(f"Lateral limit, SI: {R_lat*1e-4:.3e} ohm m2")
print(f"Graded/uniform sheet resistance: {R_graded/R_uniform:.4f}")
print(f"Vertical depletion width: {W_full*um:.3f} um")
print(f"Vertical doping: {N_full:.3e} cm-3")
print(f"Vertical charge dose N*W: {N_full*W_full:.3e} cm-2")
print(f"Vertical just-depleted: {R_ver*k:.4f} mohm cm2")
print(f"Vertical, SI: {R_ver*1e-4:.3e} ohm m2")
print(f"Vertical best punch-through: {best.fun*k:.4f} mohm cm2")
print(f"Vertical/lateral at common E_c: {ratio_fixed:.3f}")
print(f"Break-even n_s: {ns_even:.3e} cm-2")
print(f"Field scale e*n_s/eps: {sigma_over_eps*M:.3f} MV/cm")
print(f"Compensating sheet distance: {d_comp*1e7:.0f} nm")
print(f"Probe point 0.1 L: {x_probe*um:.3f} um")
print(f"Disturbance there, bare: {dE_bare*M:.3f} MV/cm")
print(f"Disturbance there, compensated: {dE_pair*M:.5f} MV/cm")
print(f"Disturbance there, 95% compensated: {dE_95*M:.4f} MV/cm")
print(f"Compensated, at x = sheet distance: {dE_edge*M:.3f} MV/cm")
print(f"Ionization power m: {m_ion:.0f}")
print(f"Exponents lateral, vertical: {p_lat:.4f}, {p_ver:.4f}")
print(f"Triangular peak field at {V0:.0f} V: {E_tri*M:.3f} MV/cm")
for V in (500.0, 1000.0, 2000.0):
    a, b = lateral_ion(V), vertical_ion(V)
    print(f"{V:.0f} V ionization: lat {a*k:.4f}, ver {b*k:.4f} mohm cm2,"
          f" ratio {b/a:.3f}")
print(f"Best punch-through, ionization: {best_ion.fun*k:.4f} mohm cm2")
print(f"Its relative field drop: {best_ion.x:.3f}")
print(f"Contact resistance, each: {Rc*10:.2f} ohm mm")
print(f"Extra channel, extra pitch: {access*um:.1f}, {overhead*um:.1f} um")
print(f"Lateral with contacts and pitch: {R_dev*k:.4f} mohm cm2")
print(f"Its local voltage exponent: {p_dev:.3f}")
print(f"Practical mean field: {E_mean*M:.2f} MV/cm")
print(f"Drift-only factor at that field: {(Ec/E_mean)**2:.2f}")
print(f"Device at that field: {R_dev_practical*k:.3f} mohm cm2")
print(f"Hot temperature, mobility power: {T_hot:.0f} K, -{T_power:.1f}")
print(f"Hot resistance factor: {hot_factor:.3f}")
print(f"On-state drop: {V_on:.2f} V; v_sat: {v_sat:.2e} cm/s")
print(f"Ohmic velocity / v_sat: {velocity_ratio:.3f}")
print(f"Buffer thickness: {buffer_thickness*um:.1f} um")
print(f"Mean buffer field: {V0/buffer_thickness*M:.2f} MV/cm")
print(f"Tunnelling gap, mass: {gap_eV:.1f} eV, {mass_ratio:.2f} m_e")
print(f"Interband tunnelling exponent: {tunnel:.1f}")
print(f"Substrate: {rho_sub*1e3:.0f} mohm cm, {t_sub*um:.0f} um thick")
print(f"Vertical substrate resistance: {R_sub*k:.3f} mohm cm2")
print("ALL CHECKS PASSED")
```

Printed output:

```
Blocking voltage: 1000 V
Critical field: 3.00 MV/cm
Sheet density n_s: 1.00e+13 cm-2
Lateral, vertical mobility: 1800, 1000 cm2/Vs
Relative permittivity: 10.0
Sheet resistance: 346.8 ohm per square
Lateral drift length: 3.333 um
Lateral limit: 0.0385 mohm cm2
Lateral limit, SI: 3.853e-09 ohm m2
Graded/uniform sheet resistance: 1.1547
Vertical depletion width: 6.667 um
Vertical doping: 2.487e+16 cm-3
Vertical charge dose N*W: 1.658e+13 cm-2
Vertical just-depleted: 0.1673 mohm cm2
Vertical, SI: 1.673e-08 ohm m2
Vertical best punch-through: 0.1412 mohm cm2
Vertical/lateral at common E_c: 4.343
Break-even n_s: 2.303e+12 cm-2
Field scale e*n_s/eps: 1.810 MV/cm
Compensating sheet distance: 20 nm
Probe point 0.1 L: 0.333 um
Disturbance there, bare: 1.061 MV/cm
Disturbance there, compensated: 0.00102 MV/cm
Disturbance there, 95% compensated: 0.0540 MV/cm
Compensated, at x = sheet distance: 0.200 MV/cm
Ionization power m: 7
Exponents lateral, vertical: 2.3333, 2.5000
Triangular peak field at 1000 V: 3.780 MV/cm
500 V ionization: lat 0.0076, ver 0.0148 mohm cm2, ratio 1.935
1000 V ionization: lat 0.0385, ver 0.0837 mohm cm2, ratio 2.171
2000 V ionization: lat 0.1942, ver 0.4733 mohm cm2, ratio 2.437
Best punch-through, ionization: 0.0737 mohm cm2
Its relative field drop: 0.750
Contact resistance, each: 0.50 ohm mm
Extra channel, extra pitch: 2.0, 5.0 um
Lateral with contacts and pitch: 0.2374 mohm cm2
Its local voltage exponent: 0.806
Practical mean field: 1.00 MV/cm
Drift-only factor at that field: 9.00
Device at that field: 0.774 mohm cm2
Hot temperature, mobility power: 425 K, -2.0
Hot resistance factor: 2.007
On-state drop: 0.50 V; v_sat: 1.50e+07 cm/s
Ohmic velocity / v_sat: 0.180
Buffer thickness: 5.0 um
Mean buffer field: 2.00 MV/cm
Tunnelling gap, mass: 3.4 eV, 0.20 m_e
Interband tunnelling exponent: 63.8
Substrate: 10 mohm cm, 100 um thick
Vertical substrate resistance: 0.100 mohm cm2
ALL CHECKS PASSED
```
